# Isotope mass variance and the Klemens scattering rate: a numerical check

```python
# Result under test: random isotope masses damp a long acoustic wave at the
# energy decay rate
#     1/tau = V0 * g2 * omega^4 / (4 pi v^3),
#     g2 = sum_i c_i (1 - m_i/mbar)^2,   1/v^3 = (1/vL^3 + 2/vT^3)/3.
# c_i, m_i: isotope fractions and masses; mbar: mean mass; V0: volume per atom;
# omega: angular frequency; vL, vT: longitudinal and transverse sound speeds.
import numpy as np
from scipy.constants import angstrom
from pyscf.data import elements

# Input data: isotope masses in u and natural atomic fractions.
isotopes = {
    "Si": (14, [27.976927, 28.976495, 29.973770],
           [0.92223, 0.04685, 0.03092]),
    "Ge": (32, [69.924249, 71.922076, 72.923459, 73.921178, 75.921403],
           [0.2057, 0.2745, 0.0775, 0.3650, 0.0773]),
    "C": (6, [12.0, 13.003355], [0.9893, 0.0107]),
}


def mass_variance(masses, fractions):
    mean = np.dot(fractions, masses)
    return mean, np.dot(fractions, (1 - masses / mean) ** 2)


def klemens_rate(volume, g2, omega, speed):
    return volume * g2 * omega**4 / (4 * np.pi * speed**3)


# ---- Mass variance from the definition, checked by the pair form ----
variance = {}
print("Isotope data and mass variance")
for name, (charge, masses, fractions) in isotopes.items():
    m, c = np.array(masses), np.array(fractions)
    assert abs(c.sum() - 1) < 1e-10
    mean, g2 = mass_variance(m, c)
    pairs = sum(c[i] * c[j] * (m[i] - m[j]) ** 2
                for i in range(len(m)) for j in range(i))
    assert abs(pairs / mean**2 / g2 - 1) < 1e-9
    # Tabulated standard weights are rounded, hence the tolerance.
    assert abs(mean / elements.MASSES[charge] - 1) < 3e-4
    variance[name] = g2
    for mass, fraction in zip(m, c):
        print(f"{name}: mass {mass:.6f} u, fraction {fraction:.5f},"
              f" term {fraction * (1 - mass / mean)**2:.3e}")
    common = m[np.argmax(c)]
    wrong = np.dot(c, (1 - m / common) ** 2)
    assert wrong > g2
    print(f"{name}: mean mass {mean:.4f} u, g2 = {g2:.3e}")
    print(f"{name}: value if commonest isotope is reference = {wrong:.3e}")
assert abs(variance["Si"] - 2.0e-4) < 0.05e-4
assert abs(variance["Ge"] - 5.9e-4) < 0.05e-4
assert abs(variance["C"] - 7e-5) < 0.5e-5

# ---- Power taken up by a smooth spectrum of driven oscillators ----
# Unit mass, unit force amplitude, drive frequency 1, unit mode density.
# Oscillator energy = |integral of force * exp(-i w' s) ds|^2 / 2.
duration = 200.0
s = np.linspace(0, duration, 4001)
weights = np.full(s.size, s[1] - s[0])
weights[[0, -1]] *= 0.5
mode_freq = np.linspace(0, 3, 601)
response = np.exp(-1j * np.outer(mode_freq, s)) @ (weights * np.cos(s))
energy = 0.5 * np.abs(response) ** 2
power = energy.sum() * (mode_freq[1] - mode_freq[0]) / duration
print(f"Driven modes: power {power:.4f}, pi/4 = {np.pi / 4:.4f} (model units)")
assert abs(power / (np.pi / 4) - 1) < 0.02  # finite duration

# ---- Model medium and explicit sum over final elastic waves ----
volume = 20 * angstrom**3
v_long, v_trans = 9.0e3, 5.0e3
frequency = 1.0e12
omega = 2 * np.pi * frequency
v_eff = ((1 / v_long**3 + 2 / v_trans**3) / 3) ** (-1 / 3)
v_arith = (v_long + 2 * v_trans) / 3

box = 2 * np.pi * 54 * v_trans / omega
n = np.arange(-60, 61)
nx, ny, nz = np.meshgrid(n, n, n, indexing="ij")
length = np.sqrt(nx**2 + ny**2 + nz**2)
length[60, 60, 60] = 1.0
incident = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
cos2 = ((incident[0] * nx + incident[1] * ny + incident[2] * nz) / length) ** 2
half_width = 0.03 * omega
overlap_sum = 0.0
for speed, overlap in ((v_long, cos2), (v_trans, 1 - cos2)):
    inside = np.abs(speed * 2 * np.pi * length / box - omega) < half_width
    overlap_sum += overlap[inside].sum()
rate_sum = (np.pi / 2 * variance["Si"] * omega**2 * volume / box**3
            * overlap_sum / (2 * half_width))
rate_si = klemens_rate(volume, variance["Si"], omega, v_eff)
print(f"Sum over waves in a box: {rate_sum:.4e} 1/s, formula {rate_si:.4e} 1/s")
assert abs(rate_sum / rate_si - 1) < 0.02  # discrete waves in a finite box

# ---- Newton's equations in a lattice with random masses ----
# Simple cubic, one displacement per site, unit springs, spacing, mean mass:
# V0 = 1 and v = 1. Half of the masses are 1.3 and half are 0.7.
size, dt, steps, spread = 64, 0.25, 240, 0.3
rng = np.random.default_rng(7)
signs = np.ones(size**3)
signs[::2] = -1
rng.shuffle(signs)
site_mass = (1 + spread * signs).reshape(size, size, size)
g2_lattice = np.mean((1 - site_mass / site_mass.mean()) ** 2)
kick = (dt / site_mass).astype(np.float32)


def measured_decay(waves, axis):
    """Energy decay rate of a plane wave with 'waves' periods along 'axis'."""
    k = 2 * np.pi * waves / size
    w = 2 * np.sin(k / 2)
    x = np.arange(size)
    shape = [1, 1, 1]
    shape[axis] = size
    phase = (k * x).reshape(shape) + np.zeros((size, size, size))
    u = np.cos(phase).astype(np.float32)
    vel = (w * np.sin(phase + w * dt / 2)).astype(np.float32)
    others = tuple(a for a in range(3) if a != axis)
    times, logs = [], []
    for step in range(1, steps + 1):
        force = -6.0 * u
        for a in range(3):
            force += np.roll(u, 1, a)
            force += np.roll(u, -1, a)
        vel += kick * force
        u += dt * vel
        if step % 2 == 0 and step * dt >= 10:
            profile = u.mean(axis=others, dtype=np.float64)
            amplitude = np.mean(profile * np.exp(-1j * k * x))
            times.append(step * dt)
            logs.append(np.log(np.abs(amplitude) ** 2))
    return w, -np.polyfit(times, logs, 1)[0]


print(f"Random-mass lattice: {size}^3 sites, g2 = {g2_lattice:.4f}")
lattice_w, lattice_rate = [], []
for waves in (8, 12):
    runs = [measured_decay(waves, axis) for axis in range(3)]
    w = runs[0][0]
    rate = np.mean([r[1] for r in runs])
    law = klemens_rate(1.0, g2_lattice, w, 1.0)
    print(f"omega {w:.4f}: measured rate {rate:.5f}, formula {law:.5f},"
          f" ratio {rate / law:.3f} (model units)")
    # Finite wavelength, finite disorder and one random sample limit accuracy.
    assert abs(rate / law - 1) < 0.25
    lattice_w.append(w)
    lattice_rate.append(rate)
exponent = (np.log(lattice_rate[1] / lattice_rate[0])
            / np.log(lattice_w[1] / lattice_w[0]))
print(f"Measured power of omega: {exponent:.2f}")
assert abs(exponent - 4) < 0.5  # same limits, excludes powers 3 and 5

# ---- Worked example: same model medium, three values of g2 ----
print("Model medium")
print(f"V0 = {volume / angstrom**3:.1f} A^3, vL = {v_long / 1e3:.1f} km/s,"
      f" vT = {v_trans / 1e3:.1f} km/s")
print(f"Effective speed v = {v_eff / 1e3:.4f} km/s")
print(f"Arithmetic mean speed = {v_arith / 1e3:.4f} km/s,"
      f" rate too small by factor {(v_arith / v_eff)**3:.3f}")
print(f"Frequency {frequency / 1e12:.1f} THz, omega = {omega:.4e} rad/s")
print(f"omega V0^(1/3)/v = {omega * volume**(1 / 3) / v_eff:.3f}")
for name, g2 in variance.items():
    rate = klemens_rate(volume, g2, omega, v_eff)
    print(f"g2 of {name}: rate {rate:.3e} 1/s, lifetime {1e6 / rate:.4f} us")
    print(f"   mean free path: longitudinal {1e3 * v_long / rate:.3f} mm,"
          f" transverse {1e3 * v_trans / rate:.3f} mm")
double = klemens_rate(volume, variance["Si"], 2 * omega, v_eff)
print(f"g2 of Si at {2 * frequency / 1e12:.1f} THz: rate {double:.3e} 1/s")
print("verified")
```

Output:

```
Isotope data and mass variance
Si: mass 27.976927 u, fraction 0.92223, term 1.378e-05
Si: mass 28.976495 u, fraction 0.04685, term 4.715e-05
Si: mass 29.973770 u, fraction 0.03092, term 1.398e-04
Si: mean mass 28.0855 u, g2 = 2.007e-04
Si: value if commonest isotope is reference = 2.173e-04
Ge: mass 69.924249 u, fraction 0.20570, term 2.850e-04
Ge: mass 71.922076 u, fraction 0.27450, term 2.590e-05
Ge: mass 72.923459 u, fraction 0.07750, term 1.287e-06
Ge: mass 73.921178 u, fraction 0.36500, term 1.158e-04
Ge: mass 75.921403 u, fraction 0.07730, term 1.590e-04
Ge: mean mass 72.6276 u, g2 = 5.870e-04
Ge: value if commonest isotope is reference = 8.729e-04
C: mass 12.000000 u, fraction 0.98930, term 7.904e-07
C: mass 13.003355 u, fraction 0.01070, term 7.308e-05
C: mean mass 12.0107 u, g2 = 7.387e-05
C: value if commonest isotope is reference = 7.480e-05
Driven modes: power 0.7826, pi/4 = 0.7854 (model units)
Sum over waves in a box: 2.9034e+06 1/s, formula 2.8828e+06 1/s
Random-mass lattice: 64^3 sites, g2 = 0.0900
omega 0.7654: measured rate 0.00264, formula 0.00246, ratio 1.074 (model units)
omega 1.1111: measured rate 0.01140, formula 0.01092, ratio 1.044 (model units)
Measured power of omega: 3.93
Model medium
V0 = 20.0 A^3, vL = 9.0 km/s, vT = 5.0 km/s
Effective speed v = 5.5688 km/s
Arithmetic mean speed = 6.3333 km/s, rate too small by factor 1.471
Frequency 1.0 THz, omega = 6.2832e+12 rad/s
omega V0^(1/3)/v = 0.306
g2 of Si: rate 2.883e+06 1/s, lifetime 0.3469 us
   mean free path: longitudinal 3.122 mm, transverse 1.734 mm
g2 of Ge: rate 8.431e+06 1/s, lifetime 0.1186 us
   mean free path: longitudinal 1.067 mm, transverse 0.593 mm
g2 of C: rate 1.061e+06 1/s, lifetime 0.9424 us
   mean free path: longitudinal 8.482 mm, transverse 4.712 mm
g2 of Si at 2.0 THz: rate 4.612e+07 1/s
verified
```
